Compressibility Sum Rule and Compressibility Sign Change in the Electron Gas

**1. A special case: exchange without correlation**

Consider N electrons in volume Ω, unpolarized, uniform and at zero temperature, on a uniform neutralizing background. Hartree atomic units are used: energies in hartree, lengths in bohr. The density is n = N/Ω. Filling a Fermi sphere with two spins gives n = k_F³/(3π²), hence

dk_F/dn = π²/k_F².

The average of k²/2 over the sphere is 3k_F²/10, so the kinetic energy per volume is k_F⁵/(10π²).

To first order in the Coulomb interaction, the uniform direct energy cancels against the background and exchange remains. With v(Q) = 4π/Q², its energy per volume is

e_x = −∫∫ v(k−k′) d³k d³k′/(2π)⁶, both momenta inside the sphere.

The factor 1/2 for pairs has cancelled the factor 2 for spin. At fixed Q = |k−k′| the allowed momenta fill the overlap of two spheres, made of two caps of height k_F − Q/2. Its volume is

(2π/3)(k_F − Q/2)²(2k_F + Q/2) = (2π/3)(2k_F³ − 3k_F²Q/2 + Q³/8).

Since v(Q)·4πQ² = 16π², the double integral is 16π² times the integral of this volume from Q = 0 to 2k_F:

16π² · (2π/3)(4 − 3 + 1/2)k_F⁴ = 16π³k_F⁴.

Therefore e_x = −k_F⁴/(4π³), or ε_x = −3k_F/(4π) per electron. Differentiating the two energies per volume with respect to n gives

kinetic: k_F²/2, then π²/k_F;
exchange: −k_F/π, then −π/k_F².

The first derivative of the total is the chemical potential μ, and

dμ/dn = (π²/k_F)[1 − 1/(πk_F)].

This vanishes at k_F = 1/π. Define r_s by n = 3/(4πr_s³); then k_F = 1/(αr_s) with α = (4/9π)^(1/3) = 0.5211. The zero lies at r_s = π/α = 6.03. This zero belongs to the unpolarized state. With exchange only, the fully polarized gas, whose kinetic and exchange energies per electron are larger in magnitude by factors 2^(2/3) and 2^(1/3), already has the lower energy beyond r_s = 5.45, so 6.03 is a reference value for the unpolarized state and not a property of the lowest exchange-only state. Kinetic energy resists compression, exchange favours it, and exchange gains weight as the gas is diluted. Correlation will move the zero, and the same derivative will fix the small-q local field.

**2. Definitions and theorem**

Let a weak static external potential with Fourier component V_ext at wave vector q ≠ 0 produce the density component δn. The full response is χ = δn/V_ext. Let χ0 be the response of non-interacting electrons of the same density. The local-field factor G(q) is defined by

χ = χ0/[1 − v(1−G)χ0], v = 4π/q².

Write the energy per electron as ε = t_s + ε_xc, where t_s = 3k_F²/10. Thus ε_xc includes the correlation part of the kinetic energy. Define

D = d²(nε)/dn², D0 = d²(nt_s)/dn² = π²/k_F, D_xc = d²(nε_xc)/dn²,

so that D = D0 + D_xc.

**Assumptions.** (a) The state is the uniform unpolarized fluid at zero temperature. (b) For slowly varying density, the energy apart from the Hartree and external terms is ∫[nε(n) + ½g(n)|∇n|²]d³r plus higher gradients, with finite g. The non-interacting gas has an expansion of the same kind.

**Theorem.** Under these assumptions, as q → 0,

G(q) = γ(q/k_F)² + O(q⁴), γ = −k_F²D_xc/(4π).

With primes denoting derivatives with respect to r_s,

γ = −(πα/12)r_s²(r_sε_xc″ − 2ε_xc′).

If K is the compressibility and K0 its non-interacting value at the same density,

K0/K = 1 − 4αγr_s/π.

**3. Three lemmas**

**Lemma 1.** Let χ̃ be the proper response, defined by δn = χ̃(V_ext + V_H), where V_H = vδn is the Hartree potential. Then 1/χ̃ = 1/χ0 + vG.

*Proof.* Divide V_ext + V_H by δn: 1/χ̃ = 1/χ + v. Inverting the definition of G gives 1/χ = 1/χ0 − v(1−G). Adding v leaves 1/χ0 + vG. ∎

**Lemma 2.** As q → 0, 1/χ̃ = −D + O(q²) and 1/χ0 = −D0 + O(q²).

*Proof.* Minimize the energy at fixed N, including the Hartree and external terms. The condition is

μ(n(r)) + V_H(r) + V_ext(r) + gradient terms = constant, μ = d(nε)/dn.

Linearize about the uniform state. The first term gives Dδn. The gradient energy gives −g∇²δn, which is gq²δn for a plane wave. The constant has no component at q ≠ 0. Hence

(D + gq² + …)δn = −(V_ext + V_H),

which is the first claim. For non-interacting electrons the potential is V_ext alone and D is replaced by D0. ∎

**Lemma 3.** 1/K = n²D.

*Proof.* The energy is E = Nε(N/Ω). Since dn/dΩ = −n/Ω,

P = −dE/dΩ = n² dε/dn.

The compressibility is defined by 1/K = −Ω dP/dΩ = n dP/dn. Differentiating P,

dP/dn = n(2 dε/dn + n d²ε/dn²) = nD,

because the bracket is the second derivative of nε. Multiplication by n proves the claim. ∎

In Lemma 3 the background is compressed with the electrons, keeping the system neutral. In Lemma 2 it stays fixed, but the Hartree potential of the electron modulation has been counted as part of the driving potential. This is why K belongs to χ̃ and not to χ.

**4. Proof of the theorem**

Lemmas 1 and 2 give

vG = 1/χ̃ − 1/χ0 = −D + D0 + O(q²) = −D_xc + O(q²).

Multiplication by q²/(4π) gives G = −D_xc q²/(4π) + O(q⁴), and hence γ.

By Lemma 3, at equal density,

K0/K = D/D0 = 1 + D_xc/D0.

Insert D_xc = −4πγ/k_F² and D0 = π²/k_F:

K0/K = 1 − 4γ/(πk_F) = 1 − 4αγr_s/π.

For the r_s form, n = 3/(4πr_s³) implies

d/dn = −(4πr_s⁴/9) d/dr_s, n d/dn = −(r_s/3) d/dr_s.

The exchange-correlation part of μ is therefore ε_xc − r_sε_xc′/3. Its derivative with respect to r_s is

ε_xc′ − ε_xc′/3 − r_sε_xc″/3 = (2ε_xc′ − r_sε_xc″)/3.

Multiplying by −4πr_s⁴/9 yields

D_xc = (4πr_s⁴/27)(r_sε_xc″ − 2ε_xc′).

With k_F² = 1/(α²r_s²), this becomes γ = −[r_s²/(27α²)](r_sε_xc″ − 2ε_xc′). Finally α³ = 4/(9π), so 1/(27α²) = α/(27α³) = πα/12. ∎

**Corollary.** The exchange part of γ is 1/4, at every density.

Section 1 gives D_x = −π/k_F², hence γ_x = −k_F²D_x/(4π) = 1/4. Writing γ = 1/4 + γ_c,

K0/K = 1 − (αr_s/π)(1 + 4γ_c).

At high density, where exchange dominates ε_xc, γ approaches 1/4 and K0/K approaches 1.

**5. Exchange checked without the gradient assumption**

**Proposition.** First-order perturbation theory in the Coulomb interaction gives G_x → q²/(4k_F²).

*Proof.* Apply the potential 2λcos(q·r) to non-interacting electrons. It couples k to k+q with matrix element λ. Let f_k be the occupation per spin, F_k = f_k − f_{k+q}, and Δ_k the kinetic energy at k+q minus that at k.

If δn(r) = 2λχcos(q·r), the energy per volume changes by λ²χ, because its derivative with respect to λ is the average of 2cos(q·r)δn(r), namely 2λχ. The first-order Coulomb correction to χ can thus be read from the Coulomb energy of the modulated determinant. Its direct part is the Hartree term; its exchange part gives the correction χ1 to χ̃.

The first-order density matrix element between k and k+q is −λF_k/Δ_k. The second-order change of occupation is

δf_k = λ²[−F_k/Δ_k² + F_{k−q}/Δ_{k−q}²].

The level shifts of order λ² also deform the Fermi surface. At fixed N this only moves electrons among states with |k| = k_F, where ∫v(k−k′)f_k′ d³k′ has the same value in every direction by spherical symmetry. Its exchange energy is that common value times a net change of zero electrons, so it contributes nothing.

Write ∫∫ for integration with d³k d³k′/(2π)⁶, and v for v(k−k′). Per spin, the exchange energy at order λ² has two parts. The off-diagonal elements contribute

−λ²∫∫ v F_kF_k′/(Δ_kΔ_k′).

The occupations contribute −∫∫ v f_k′δf_k. In the second term of δf_k, shift both momenta by q, which leaves v unchanged. The occupation part becomes

λ²∫∫ v (F_k/Δ_k²)(f_k′ − f_{k′+q}) = λ²∫∫ v F_kF_k′/Δ_k².

Add the parts, symmetrize in k and k′, and sum over two spins:

χ1 = ∫∫ v F_kF_k′(1/Δ_k − 1/Δ_k′)².

Now set k_F = 1 and let q → 0. Let u be the component along q of the midpoint momentum k + q/2. Then Δ = qu, and F becomes qu times a delta function on the Fermi surface. The surface element is du dφ, so

χ1 = (2π)⁻⁶∫ v [(u−u′)²/(uu′)] du du′ dφ dφ′.

On the unit sphere |k−k′|² = a − b cos(φ−φ′), with a = 2(1−uu′) and b² = 4(1−u²)(1−u′²). Expanding, a² − b² = 4(u−u′)². Using ∫dφ/(a−b cosφ) = 2π/√(a²−b²) over a full turn, the angular integral of v is

2π · 4π · 2π/(2|u−u′|) = 8π³/|u−u′|.

Thus χ1 = [1/(8π³)]∫∫|u−u′|/(uu′) du du′, with both variables from −1 to 1. Points with opposite signs of u are combined before integration, since F is odd in u. Folding to positive u and u′ gives

2∫∫[|u−u′| − (u+u′)]/(uu′) du du′ = −4∫∫ du du′/max(u,u′) = −8.

The middle step uses u+u′−|u−u′| = 2min(u,u′); the last integral over the unit square is 2. Hence χ1 → −1/π³.

To first order 1/χ̃ = 1/χ0 − χ1/χ0², so vG_x = −χ1/χ0². With χ0 → −1/π² this is π, and G_x = q²/4 in units where k_F = 1. ∎

Numerical integration of the finite-q expression gives G_x k_F²/q² = 0.25569, 0.25140 and 0.25035 at q/k_F = 0.4, 0.2 and 0.1, approaching 1/4.

**6. The zero with correlation**

The correlation energy is not known in closed form. The Perdew–Wang parametrization, with r = r_s, is

ε_c = −2A(1 + α₁r)L, L = ln[1 + 1/(2AS)],
S = β₁r^(1/2) + β₂r + β₃r^(3/2) + β₄r².

Its parameters are A = 0.031091 hartree, α₁ = 0.2137, β₁ = 7.5957, β₂ = 3.5876, β₃ = 1.6382 and β₄ = 0.49294. Differentiation gives

L′ = −S′/[S(1+2AS)],
L″ = −S″/[S(1+2AS)] + S′²(1+4AS)/[S²(1+2AS)²],
ε_c′ = −2A[α₁L + (1+α₁r)L′],
ε_c″ = −2A[2α₁L′ + (1+α₁r)L″],

where S′ = β₁/(2r^(1/2)) + β₂ + 3β₃r^(1/2)/2 + 2β₄r and S″ = −β₁/(4r^(3/2)) + 3β₃/(4r^(1/2)) + 2β₄.

The theorem then gives:

r_s = 1: γ = 0.260, K0/K = 0.828
r_s = 3: γ = 0.274, K0/K = 0.454
r_s = 5: γ = 0.286, K0/K = 0.052
r_s = 6: γ = 0.291, K0/K = −0.157

The sign changes between 5 and 6. Root finding gives r_s = 5.2495 for this parametrization. There ε_c′ = 0.0029572 hartree/bohr and ε_c″ = −0.0007550 hartree/bohr², so

r_sε_c″ − 2ε_c′ = −0.003963 − 0.005914 = −0.009877,
γ_c = (π × 0.521062/12) × 5.2495² × 0.009877 = 0.0371.

Thus γ = 0.2871. The corollary confirms the root:

r_s = (π/α)/(1 + 4γ_c) = 6.0292/1.1485 = 5.25.

Positive γ_c lowers the zero from its exchange-only position. Perdew–Zunger and Vosko–Wilk–Nusair correlation give 5.237 and 5.248. The spread of these three values is about 0.01. It is not a bound on the error of the correlation energy, because all three are fitted to the same Ceperley–Alder Monte Carlo energies. The two Ortiz–Ballone fits give 5.26 and 5.30 and the Chachiyo form gives 5.28, so the choice of parametrization moves the zero by up to about 0.05. The three parametrizations place the zero at r_s = 5.24 to 5.25, or n ≈ 1.1 × 10²² cm⁻³.

**7. What changes sign, and what does not**

The inverse compressibility passes through zero; K itself diverges and returns with the opposite sign. Since 1/K = n dP/dn, the pressure is stationary there. As the gas is diluted, dP/dn turns from positive to negative, so this point is a pressure minimum. Direct minimization finds the same r_s. The pressure is already negative, −1.24 × 10⁻⁵ hartree/bohr³, having crossed zero at r_s = 4.185. A neutral fluid whose background could follow the electrons would be unstable to long-wavelength density changes where D < 0.

For a rigid background, define the static dielectric function κ = V_ext/(V_ext + V_H). Since V_ext = (V_ext + V_H) − vδn, Lemmas 2 and 3 give at small q

κ = 1 − vχ̃ ≈ 1 + 4πn²K/q².

At a fixed density beyond the zero, and as long as the state is the uniform unpolarized fluid of assumption (a), it is negative for sufficiently small q: the induced charge overscreens the external charge. The formula needs the O(q²) term of Lemma 2 to be small against D, so its range of q shrinks to nothing at the zero. At finite q the sign change is displaced; in the local-density approximation used below it occurs at r_s = 5.35 for q = 0.5k_F. The full response obeys

1/χ = 1/χ̃ − v = −D − 4π/q² + O(q²).

At sufficiently small q the Coulomb term dominates and χ remains negative, whatever the sign of D. The electrostatic cost of separating electrons from the rigid background prevents a long-wavelength instability. The theorem does not decide stability at finite q. In the local-density approximation used below, χ stays negative for q up to 3.5k_F at r_s = 6, 15 and 25, but at r_s = 40 the quantity 1/χ turns positive near q = 1.85k_F.

A Kohn–Sham calculation in a weak cosine potential tests these signs within the local-density approximation. In that model δn = χ0(V_ext + V_H + D_xcδn), so 1/χ̃ = 1/χ0 − D_xc and G = γ(q/k_F)² at every q. This property belongs to the approximation, not to the true G. At q = 0.5k_F the results, with responses in 1/(hartree bohr³), are:

r_s = 4: G = 0.0701, χ̃ = −0.175, κ = 39.3, χ = −0.00446
r_s = 6: G = 0.0727, χ̃ = +0.2385, κ = −116, χ = −0.00205

Both values of G agree with γ/4 to the digits shown, as the local-density approximation requires; this checks the calculation, not the theorem for the true G. At this q the small-q formula for κ gives 42.5 and −100, so it has the right signs but is not yet quantitative. The proper response and κ change sign between the two densities, while χ stays negative. The numerical check also compares K0/K with volume derivatives of the energy.

Table of computed values

```
alpha = 0.521062
Perdew-Wang A = 0.031091 hartree, alpha1 = 0.2137
Perdew-Wang beta1..beta4 = 7.5957, 3.5876, 1.6382, 0.49294
exchange part of gamma, from formula = 0.250000
microscopic exchange: q/kF, chi1 (a.u., kF=1), G_x kF^2/q^2
  0.4  -0.032104  0.25569
  0.2  -0.032215  0.25140
  0.1  -0.032243  0.25035
small-q limit -1/pi^3 of chi1 = -0.032252 a.u.
rs (bohr), gamma_c, gamma, K0/K, K0/K from volume derivatives
  1  0.00996  0.25996  0.82754  0.82754
  2  0.01774  0.26774  0.64475  0.64475
  3  0.02447  0.27447  0.45372  0.45372
  4  0.03046  0.28046  0.25572  0.25572
  5  0.03586  0.28586  0.05174  0.05174
  6  0.04077  0.29077  -0.15744  -0.15744
zero of 1/K, exchange only: rs = 6.0292 bohr
zero of 1/K, Perdew-Wang: rs = 5.2495 bohr
zero of 1/K, Perdew-Zunger: rs = 5.2374 bohr
zero of 1/K, Vosko-Wilk-Nusair: rs = 5.2483 bohr
pressure minimum, Perdew-Wang: rs = 5.2495 bohr
zero of pressure, Perdew-Wang: rs = 4.1850 bohr
At the Perdew-Wang zero of 1/K:
  kF = 0.36559 1/bohr
  eps_c = -0.027454 hartree
  d eps_c/d rs = 0.0029572 hartree/bohr
  d2 eps_c/d rs2 = -0.0007550 hartree/bohr^2
  gamma_c = 0.03713, gamma = 0.28713
  pressure = -1.2437e-05 hartree/bohr^3
  density = 1.65026e-03 1/bohr^3
  density = 1.1137e+22 1/cm^3
Kohn-Sham gas in a cosine potential, q/kF = 0.5
  rs = 4 bohr: G = 0.07012, gamma q^2/kF^2 = 0.07012
    chi = -0.004463, proper chi = -0.17532 1/(hartree bohr^3)
    dielectric function = 39.283
  rs = 6 bohr: G = 0.07269, gamma q^2/kF^2 = 0.07269
    chi = -0.002053, proper chi = 0.23850 1/(hartree bohr^3)
    dielectric function = -116.174
```
